# Transverse degeneracies and internal conical refraction in cubic crystals

## Result

For long elastic waves in a cubic crystal, put \(\lambda=\rho v^2\), where \(\rho\) is the density and \(v\) the phase speed, and define

\[
D=C_{11}-C_{12}-2C_{44}.
\]

The two transverse waves have equal speeds along [100] and along [111]. If the wave normal is tilted by a small angle \(\delta\), their values of \(\lambda\) separate as \(\delta^2\) near [100] and as \(|\delta|\) near [111]. The first contact is tangential, the second conical. For wave normal [111], the rays of linearly polarized transverse waves lie on a circular cone about [111] with semi-angle \(\Psi\):

\[
\tan\Psi=\frac{|D|}{\sqrt2\,(C_{11}-C_{12}+C_{44})}.
\]

The full opening of the cone is \(2\Psi\).

The crystal is taken as homogeneous, lossless, unstressed and non-piezoelectric, and the wavelength as long compared with the lattice spacing \(a_0\). One correction of the next order needs mention. In class 432, which is not piezoelectric but has no inversion centre, symmetry allows an antisymmetric term in the wave equation that is cubic in the wave number \(k\) (acoustic activity). It splits the transverse pair on [100] and [111] by a relative amount of order \(ka_0\) and makes the modes on these axes circular, so a linear polarization turns by an angle of order \(k^2a_0L\) over a path \(L\). For such crystals the results below hold only while that angle is small. In the centrosymmetric classes \(m\bar3\) and \(m\bar3m\) the term is forbidden. Stability requires \(C_{44}>0\), \(C_{11}>C_{12}\) and \(C_{11}+2C_{12}>0\). I also assume \(D\ne0\), \(C_{12}+C_{44}\ne0\) and \(C_{11}\ne C_{44}\); what happens otherwise is stated where each condition enters.

## 1. The wave equation and its isotropic case

Newton's law for the displacement \(u_i\), with stress \(\sigma_{ij}=C_{ijkl}\partial_l u_k\), is

\[
\rho\ddot u_i=C_{ijkl}\,\partial_j\partial_l u_k ,
\]

with repeated indices summed. Insert a plane wave with polarization \(\mathbf e\), wave vector \(k\mathbf n\) and \(\omega=vk\), where \(\mathbf e\) and \(\mathbf n\) are unit vectors. Two time derivatives give \(-\omega^2\), two space derivatives give \(-k^2n_jn_l\), and division by \(-k^2\) leaves the Christoffel equation

\[
\Gamma_{ik}e_k=\lambda e_i,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\]

In cubic axes the nonzero moduli are of the types \(C_{1111}=C_{11}\), \(C_{1122}=C_{12}\) and \(C_{1212}=C_{1221}=C_{44}\). Hence

\[
\Gamma_{11}=C_{11}n_1^2+C_{44}(n_2^2+n_3^2)=C_{44}+(C_{11}-C_{44})n_1^2,
\]
\[
\Gamma_{12}=C_{1122}n_1n_2+C_{1221}n_2n_1=(C_{12}+C_{44})n_1n_2,
\]

and the other elements follow by permutation. Since \(C_{11}-C_{44}=(C_{12}+C_{44})+D\), all of them are contained in

\[
\Gamma=C_{44}\mathbf 1+(C_{12}+C_{44})\,\mathbf n\mathbf n^{T}
+D\,\mathrm{diag}(n_1^2,n_2^2,n_3^2).
\]

The simplest case is \(D=0\). Any \(\mathbf e\perp\mathbf n\) then has \(\lambda=C_{44}\), whatever the direction of \(\mathbf n\). This is the isotropic solid, whose transverse sheets coincide everywhere. The anisotropy is carried by the last term alone, so the question is how that term acts on the transverse pair.

## 2. The symmetry axes

On each axis the polarizations can be guessed from symmetry and checked by applying \(\Gamma\).

**[100].** The last term is \(D\,\mathrm{diag}(1,0,0)\). For \(\mathbf e\parallel\mathbf n\), \(\lambda=C_{44}+(C_{12}+C_{44})+D=C_{11}\). For every \(\mathbf e\perp\mathbf n\), \(\lambda=C_{44}\).

**[110].** The last term is \(D\,\mathrm{diag}(\tfrac12,\tfrac12,0)\), and the three solutions are

\[
\begin{aligned}
\mathbf e\parallel[110]:&\quad \lambda=C_{12}+2C_{44}+\tfrac12D=\tfrac12(C_{11}+C_{12}+2C_{44}),\\
\mathbf e\parallel[001]:&\quad \lambda=C_{44},\\
\mathbf e\parallel[1\bar10]:&\quad \lambda=C_{44}+\tfrac12D=\tfrac12(C_{11}-C_{12}).
\end{aligned}
\]

The transverse values differ by \(D/2\), so they are not degenerate.

**[111].** All \(n_i^2=\tfrac13\), so the last term is \(\tfrac13D\,\mathbf 1\). Thus

\[
\lambda_L=C_{12}+2C_{44}+\tfrac13D=\tfrac13(C_{11}+2C_{12}+4C_{44}),
\]
\[
\lambda_0=C_{44}+\tfrac13D=\tfrac13(C_{11}-C_{12}+C_{44}),
\]

the second for every \(\mathbf e\perp\mathbf n\). Stability makes \(\lambda_0\) positive.

The longitudinal wave is separated from the transverse pair by \(C_{11}-C_{44}\) on [100] and by \(C_{12}+C_{44}\) on [111]. If one of these gaps vanishes, that axis has a triple degeneracy, and the two-wave treatment below does not apply there.

## 3. Tilting away from [100]

Let \(\alpha\) be the azimuth of the tilt, measured from [010]:

\[
\mathbf n=(\cos\delta,\ \sin\delta\cos\alpha,\ \sin\delta\sin\alpha).
\]

A twofold rotation about [100] is a symmetry of the crystal. It changes \(\delta\) to \(-\delta\) and reverses both transverse polarization components. A quadratic form in those components is unchanged by their joint reversal, so the transverse \(2\times2\) block must be even in \(\delta\). A linear splitting is therefore impossible.

The quadratic term needs the small longitudinal admixture \(e_1\). The first row of the Christoffel equation gives, to leading order,

\[
e_1=-\frac{\Gamma_{12}e_2+\Gamma_{13}e_3}{C_{11}-C_{44}} .
\]

Inserting this in the other two rows produces an effective block

\[
\Gamma^{\rm eff}_{ab}=\Gamma_{ab}-\frac{\Gamma_{a1}\Gamma_{1b}}{C_{11}-C_{44}},\qquad a,b=2,3 .
\]

To order \(\delta^2\), \(\Gamma_{12}=(C_{12}+C_{44})\delta\cos\alpha\) and \(\Gamma_{13}=(C_{12}+C_{44})\delta\sin\alpha\). Therefore

\[
\Gamma^{\rm eff}=C_{44}\mathbf 1+\delta^2
\begin{pmatrix}p\cos^2\alpha&q\sin\alpha\cos\alpha\\ q\sin\alpha\cos\alpha&p\sin^2\alpha\end{pmatrix}.
\]

The diagonal coefficient is

\[
p=C_{11}-C_{44}-\frac{(C_{12}+C_{44})^2}{C_{11}-C_{44}}
=\frac{D\,(C_{11}+C_{12})}{C_{11}-C_{44}},
\]

because the difference of two squares factors into \((C_{11}-C_{12}-2C_{44})(C_{11}+C_{12})\). The off-diagonal coefficient is

\[
q=(C_{12}+C_{44})\left[1-\frac{C_{12}+C_{44}}{C_{11}-C_{44}}\right]
=\frac{D\,(C_{12}+C_{44})}{C_{11}-C_{44}} .
\]

The matrix multiplying \(\delta^2\) has trace \(p\), half-difference of diagonal elements \(\tfrac12p\cos2\alpha\), and off-diagonal element \(\tfrac12q\sin2\alpha\). Its eigenvalues give

\[
\lambda_\pm=C_{44}+\frac{\delta^2}{2}\left[p\pm\sqrt{p^2\cos^22\alpha+q^2\sin^22\alpha}\right].
\]

Neither sheet has a linear term. The slowness surface, drawn with radius \(1/v\) along \(\mathbf n\), therefore has two sheets with the same tangent plane at [100], perpendicular to the axis. They separate for every azimuth if \(p\) and \(q\) are both nonzero. Stability ensures this for \(C_{11}+C_{12}\), since

\[
3(C_{11}+C_{12})=2(C_{11}+2C_{12})+(C_{11}-C_{12})>0 .
\]

The remaining factors are nonzero by assumption.

**Check on a diagonal tilt.** For \(\alpha=45^\circ\), the polarization \((0,1,-1)/\sqrt2\) is perpendicular to \(\mathbf n\) for every \(\delta\). Applying \(\Gamma\) directly gives \(\lambda=C_{44}+\tfrac12D\sin^2\delta\) without approximation. The general result contains the eigenvalue \(C_{44}+\tfrac12(p-q)\delta^2\), and \(p-q=D\), so the two agree at small tilt.

**Where separation fails.** If \(C_{12}+C_{44}=0\), then \(q=0\) and the sheets stay in contact along the diagonal azimuths. In that case \(\Gamma\) is diagonal, with elements \(C_{44}+(C_{11}-C_{44})n_i^2\), and the second and third are equal wherever \(n_2^2=n_3^2\).

## 4. Tilting away from [111]

The axis [111] has threefold rotations but no twofold one, so the argument against a linear term is missing. Whether the term is present must be computed. Let \(\mathbf n_0=(1,1,1)/\sqrt3\) and choose

\[
\mathbf a=\frac{(1,-1,0)}{\sqrt2},\qquad
\mathbf b=\frac{(1,1,-2)}{\sqrt6},\qquad \mathbf a\times\mathbf b=\mathbf n_0 .
\]

The tilted normal is \(\mathbf n=\mathbf n_0\cos\delta+\mathbf s\sin\delta\), with \(\mathbf s=\mathbf a\cos\alpha+\mathbf b\sin\alpha\). Here \(\alpha\) is measured from \(\mathbf a\) towards \(\mathbf b\). To first order,

\[
n_i^2=\tfrac13+\frac{2\delta}{\sqrt3}\,s_i .
\]

In the block spanned by \(\mathbf a\) and \(\mathbf b\), the term \(\mathbf n\mathbf n^T\) is of order \(\delta^2\). The coupling to the longitudinal wave is of order \(\delta\), but elimination squares it and divides by the finite gap \(C_{12}+C_{44}\), so it too contributes at order \(\delta^2\). The linear part comes from \(D\) alone and needs four sums:

\[
\sum_i a_i^3=0,\qquad \sum_i a_i^2b_i=\frac1{\sqrt6},
\]
\[
\sum_i a_ib_i^2=0,\qquad \sum_i b_i^3=\frac{1+1-8}{6\sqrt6}=-\frac1{\sqrt6}.
\]

The elements \(\sum_i s_ia_i^2\), \(\sum_i s_ia_ib_i\) and \(\sum_i s_ib_i^2\) are then \(\sin\alpha\), \(\cos\alpha\) and \(-\sin\alpha\), each divided by \(\sqrt6\). With \(2/(\sqrt3\sqrt6)=\sqrt2/3\), the block is

\[
\lambda_0\mathbf 1+\frac{\sqrt2}{3}D\delta
\begin{pmatrix}\sin\alpha&\cos\alpha\\ \cos\alpha&-\sin\alpha\end{pmatrix}.
\]

The matrix is traceless and its square is the unit matrix, so its eigenvalues are \(\pm1\) for every azimuth:

\[
\lambda_\pm=\lambda_0\pm\frac{\sqrt2}{3}|D|\,|\delta| .
\]

The sheets meet in a point, and to leading order they form a circular double cone. As \(D\to0\) the double cone flattens and the two sheets merge, as they must in an isotropic solid.

The polarizations show how this contact differs from the one at [100]. For \(\mathbf e=\mathbf a\cos\varphi+\mathbf b\sin\varphi\), the expectation value of the matrix is

\[
\sin\alpha\cos2\varphi+\cos\alpha\sin2\varphi=\sin(\alpha+2\varphi).
\]

For \(D>0\) the upper sheet has \(\alpha+2\varphi=90^\circ\), or \(\varphi=45^\circ-\alpha/2\). For \(D<0\) the polarizations of the two sheets are exchanged. When the tilt goes once round the axis, the polarization turns by half a revolution in the opposite sense and returns as \(-\mathbf e\). Near [100] the half-difference and the off-diagonal element vary as \(\cos2\alpha\) and \(\sin2\alpha\), so there the polarization makes a full revolution and returns as \(\mathbf e\).

## 5. From wave normals to rays

The ray is the direction of energy transport. Take \(\mathbf u=U\mathbf e\cos\theta\), with \(\theta=k\mathbf n\cdot\mathbf x-\omega t\). Then

\[
\sigma_{mj}=-Uk\,C_{mjkl}e_kn_l\sin\theta,\qquad \dot u_j=U\omega e_j\sin\theta .
\]

The energy flux is \(P_m=-\sigma_{mj}\dot u_j=U^2\omega k\,C_{mjkl}e_je_kn_l\sin^2\theta\). The kinetic energy density is \(\tfrac12\rho\omega^2U^2\sin^2\theta\). The elastic part is \(\tfrac12k^2U^2(\mathbf e\cdot\Gamma\mathbf e)\sin^2\theta\), which has the same value because \(\mathbf e\cdot\Gamma\mathbf e=\rho v^2\). The ratio of flux to total energy density is

\[
V_m=\frac{C_{mjkl}e_je_kn_l}{\rho v}.
\]

Contraction with \(n_m\) gives \(\mathbf n\cdot\mathbf V=\mathbf e\cdot\Gamma\mathbf e/(\rho v)=v\). The ray velocity thus has the phase speed as its component along the normal.

On a nondegenerate sheet, \(\mathbf V\) is also the group velocity. To see this, differentiate \(\rho\omega^2=\mathbf e\cdot\Gamma(\mathbf k)\mathbf e\), where \(\Gamma(\mathbf k)\) is formed with \(\mathbf k\) in place of \(\mathbf n\). A change of the normalized eigenvector does not alter the right side to first order. The two factors of \(\mathbf k\) contribute equally by the symmetry of \(C_{ijkl}\), so \(2\rho\omega\,\partial\omega/\partial k_m=2C_{mjkl}e_je_kk_l\), which is the stated ratio.

For the cubic crystal, the numerator of \(V_m\) is half the derivative, at \(\mathbf q=\mathbf n\) and fixed \(\mathbf e\), of

\[
\mathbf e\cdot\Gamma(\mathbf q)\mathbf e=C_{44}q^2+(C_{12}+C_{44})(\mathbf q\cdot\mathbf e)^2+D\sum_iq_i^2e_i^2 .
\]

For \(\mathbf e\perp\mathbf n\) the middle term drops out, leaving (no sum over \(m\))

\[
V_m=\frac{n_m}{\rho v}\left(C_{44}+De_m^2\right).
\]

**Along [100].** Only \(n_1\) is nonzero, and \(e_1=0\). Hence \(\mathbf V=C_{44}\mathbf n/(\rho v)=v\mathbf n\) for every transverse polarization. Tangential contact gives one common ray and no cone.

**Along [111].** Now \(n_m=1/\sqrt3\), and the sums of Section 4 give the sideways components:

\[
\mathbf V\cdot\mathbf a=\frac{D}{\sqrt3\rho v}\,\frac{2\sin\varphi\cos\varphi}{\sqrt6}
=\frac{D\sin2\varphi}{3\sqrt2\,\rho v},
\]
\[
\mathbf V\cdot\mathbf b=\frac{D}{\sqrt3\rho v}\,\frac{\cos^2\varphi-\sin^2\varphi}{\sqrt6}
=\frac{D\cos2\varphi}{3\sqrt2\,\rho v}.
\]

The component along \(\mathbf n_0\) is \(v\). As \(\varphi\) varies, the tip of \(\mathbf V\) describes a circle in the plane \(\mathbf n_0\cdot\mathbf V=v\). Dividing its radius by \(v\) and using \(\rho v^2=\lambda_0\) gives

\[
\tan\Psi=\frac{|D|}{3\sqrt2\,\lambda_0}
=\frac{|D|}{\sqrt2\,(C_{11}-C_{12}+C_{44})}.
\]

Half a turn of the polarization carries the ray once round the cone, and orthogonal polarizations give opposite rays. A circularly polarized wave has the mean flux of two equal orthogonal waves. Their sideways parts cancel, and its mean flux lies along [111].

**Check by approaching the axis.** Near [111], \(v=\sqrt{\lambda/\rho}\) gives

\[
v_\pm=v_0\left(1\pm\frac{\sqrt2|D|}{6\lambda_0}\delta\right)=v_0(1\pm\delta\tan\Psi),\qquad\delta>0 .
\]

The gradient of \(\omega=kv(\mathbf n)\) has radial part \(v\mathbf n\) and sideways part \((\partial v/\partial\delta)\,\mathbf s\). Its azimuthal part vanishes as \(\delta\to0\), because \(v\) depends on \(\alpha\) only at order \(\delta^2\). The limit is \(\mathbf V_\pm=v_0(\mathbf n_0\pm\mathbf s\tan\Psi)\). As \(\alpha\) runs through a full turn, each sheet gives the same cone as the energy flux.

**What a beam does.** The link between one linear polarization and one ray belongs to a plane wave. A finite beam contains normals tilted to all azimuths. Once the ring is much wider than the beam, the energy is spread round it. The ring point in direction \(\mathbf s\) receives the upper sheet from tilt \(+\mathbf s\) and the lower sheet from tilt \(-\mathbf s\). By the rule of Section 4, both have the same polarization angle, say \(\varphi_s\). An incident linear polarization \(\varphi\) enters both with an amplitude factor of magnitude \(|\cos(\varphi-\varphi_s)|\). For a round beam of small angular spread, the energy per unit azimuth, summed across the width of the ring, therefore varies to leading order as \(\cos^2(\varphi-\varphi_s)\): it is greatest at the plane-wave ray and zero opposite to it.

## 6. How wide can the cone be?

Let \(A=2C_{44}/(C_{11}-C_{12})\), the ratio of the [110] transverse moduli for \(\mathbf e\parallel[001]\) and \(\mathbf e\parallel[1\bar10]\). Dividing numerator and denominator of \(\tan\Psi\) by \(C_{11}-C_{12}\) gives

\[
\tan\Psi=\frac{|1-A|}{\sqrt2\,(1+A/2)}=\frac{\sqrt2\,|1-A|}{2+A}.
\]

At \(A=1\) the cone closes. For \(A>1\), \((A-1)/(A+2)<1\), so \(\tan\Psi<\sqrt2\) and \(\Psi<54.74^\circ\). The bound is approached as \(C_{11}-C_{12}\to0\). For \(A<1\), \((1-A)/(2+A)<\tfrac12\), so \(\tan\Psi<1/\sqrt2\) and \(\Psi<35.26^\circ\), approached as \(C_{44}\to0\). Both bounds lie at the edge of stability, where one shear modulus vanishes.

## 7. A numerical case

Take round model values \(C_{11}=1.5\), \(C_{12}=0.9\) and \(C_{44}=0.8\) eV/Å³, with one atom of mass \(M=60\) u in each volume \(\Omega=12\) Å³. Then \(D=1.5-0.9-1.6=-1.0\) eV/Å³ and \(A=1.6/0.6=2.67\).

In atomic units \(\hbar=1\), and a phonon has energy \(vk\). In eV and Å the corresponding coefficient is \(\hbar v=\sqrt{\lambda\Omega\hbar^2/M}\), since \(\rho=M/\Omega\). On [111], \(\lambda_0=(1.5-0.9+0.8)/3=0.4667\) eV/Å³. With \(\hbar^2/M=6.967\times10^{-5}\) eV Å²,

\[
\hbar v_0=\sqrt{0.4667\times12\times6.967\times10^{-5}}\ \text{eV Å}=0.01975\ \text{eV Å},
\]

or 3001 m/s.

For a tilt of 0.01 rad from [100] towards a cube axis, \(p=-1.0\times2.4/0.7=-3.429\) eV/Å³. The quadratic law gives a splitting \(|p|\delta^2=3.429\times10^{-4}\) eV/Å³; diagonalization gives \(3.426\times10^{-4}\). The same tilt from [111] gives \(2(\sqrt2/3)(1.0)(0.01)=9.428\times10^{-3}\) eV/Å³, against \(9.427\times10^{-3}\) from diagonalization. At this tilt the conical splitting is about 27.5 times the tangential one.

Doubling a tilt of 0.001 rad at azimuth \(\alpha=0.4\) rad gives growth exponents 2.0000 at [100] and 0.9989 at [111]. The small departure from one is of the kind expected from the neglected \(\delta^2\) terms, which are smaller than the linear splitting by a factor of order \(\delta\).

The cone follows from

\[
\tan\Psi=\frac{1.0}{\sqrt2\times1.4}=0.5051,\qquad \Psi=26.80^\circ,\qquad 2\Psi=53.59^\circ .
\]

The ray speed is \(v_0/\cos\Psi\), or 3362 m/s. It exceeds the phase speed because the energy travels obliquely while its component along the normal remains \(v_0\).

Since \(D<0\), polarization along \(\mathbf a\) sends the ray towards \(-\mathbf b\), at azimuth \(270^\circ\). Turning the polarization to \(45^\circ\), \(90^\circ\) and \(135^\circ\) moves the ray to \(180^\circ\), \(90^\circ\) and \(0^\circ\), twice as fast and in the opposite sense. In a plate \(10^7\) Å thick with faces normal to [111], the geometrical ring at the far face has radius \(10^7\times0.5051=5.05\times10^6\) Å. The numerical output below lists these values together with those for the other axes.

## Table of computed values

```
C11 = 1.500 eV/A^3
C12 = 0.900 eV/A^3
C44 = 0.800 eV/A^3
atomic mass = 60.0 u
volume per atom = 12.0 A^3
hbar^2/mass = 6.96693e-05 eV A^2
D = -1.0000 eV/A^3
anisotropy ratio A = 2.6667 (no unit)
[100] lambda = 0.80000, 0.80000, 1.50000 eV/A^3
[100] hbar*v = 0.02586, 0.02586, 0.03541 eV A
[110] lambda = 0.30000, 0.80000, 2.00000 eV/A^3
[110] hbar*v = 0.01584, 0.02586, 0.04089 eV A
[111] lambda = 0.46667, 0.46667, 2.16667 eV/A^3
[111] hbar*v = 0.01975, 0.01975, 0.04256 eV A
[100] contact coefficient p = -3.4286 eV/A^3
[100] contact coefficient q = -2.4286 eV/A^3
[111] cone slope of lambda = 0.47140 eV/A^3 per rad
tilt = 0.01 rad, azimuth 0
[100] splitting of lambda, diagonalized = 3.4264e-04 eV/A^3
[111] splitting of lambda, diagonalized = 9.4273e-03 eV/A^3
[100] splitting from quadratic law = 3.4286e-04 eV/A^3
[111] splitting from linear law = 9.4281e-03 eV/A^3
[100] growth exponent = 2.0000 (no unit)
[111] growth exponent = 0.9989 (no unit)
tan(Psi) from energy flux = 0.50508 (no unit)
tan(Psi) from formula = 0.50508 (no unit)
cone semi-angle Psi = 26.797 degrees
full cone opening 2 Psi = 53.595 degrees
[111] transverse wave speed = 3000.9 m/s
[111] hbar * ray speed = 0.02213 eV A
[111] ray speed = 3361.9 m/s
polarization angle 0 degrees: ray azimuth 270 degrees
polarization angle 45 degrees: ray azimuth 180 degrees
polarization angle 90 degrees: ray azimuth 90 degrees
polarization angle 135 degrees: ray azimuth 0 degrees
plate thickness = 1.0e+07 A
ring radius at far face = 5.0508e+06 A
limit of tan(Psi), C11-C12 -> 0: 1.4142 (no unit)
limit of tan(Psi), C44 -> 0: 0.7071 (no unit)
limiting semi-angles = 54.74, 35.26 degrees
```
